# Estimating Edge-Crossing Velocity from Bare and Covered Islands by Maximum Likelihood

In a simulated record of 240 islands, 8 of the 48 islands with radii between 5 and 6 nm carry a second layer. Between 9 and 10 nm, 47 of 48 do. The flux, temperature and growth time are the same for all of them, and the radius changes by no more than a factor of two. This abrupt change comes from a fifth-power law, and its position on the radius axis measures how fast adparticles cross the island edge. If the radii, flux and growth history are known, the labels "bare" and "covered" are enough to extract that velocity, with an error bar.

## The hazard on one island

Let $F$ be the number of particles arriving per unit area and time, $D$ their diffusivity on the island, and $R$ the radius of a circular island. The edge-crossing velocity $v$ is the outward particle current per unit edge length divided by the adparticle density at the edge. Particles that have stepped down do not return, and none desorb.

The island grows slowly compared with the motion of its adparticles, so the density $n(r)$ is quasi-steady:

$$\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)+F=0,\qquad -D\,n'(R)=v\,n(R).$$

One integration, with no singularity at the centre, gives $n'=-Fr/(2D)$. The edge condition then gives $n(R)=FR/(2v)$, and a second integration yields

$$n(r)=\frac{FR}{2v}+\frac{F(R^2-r^2)}{4D}.$$

Integration over the disc gives the mean number of adparticles,

$$N=\int_0^R n\,2\pi r\,dr=\frac{\pi F R^3}{2v}+\frac{\pi F R^4}{8D}.$$

Particles arrive at the rate $A=\pi R^2F$. In a steady state $N$ equals $A$ times the mean residence time, which is therefore $R/(2v)+R^2/(8D)$. The second term divided by the first is $vR/(4D)$. A strong barrier means $D/(vR)\gg1$; the density is then nearly uniform, and

$$\tau=\frac{R}{2v},\qquad N=A\tau=\frac{\pi F R^3}{2v}.$$

Suppose that two particles which meet form a stable nucleus. When $N\ll1$, a new arrival finds another particle present with probability $N$. The pair is lost if either member leaves before they meet. Each leaves at rate $1/\tau$, so for a mean meeting time $t_m\ll\tau$ the lost fraction is about $2t_m/\tau$. Neglecting it gives the nucleation rate, or hazard,

$$h=A\,N=A^2\tau=\frac{\pi^2F^2R^5}{2v}.$$

Four powers of $R$ come from two arrivals on an area, and the fifth from the residence time.

The strong-barrier condition can be tested by solving the problem of two random walkers on a small lattice disc, 4.2 hop lengths in radius, to leading order in flux. The exact nucleation rate divided by $A^2\tau$ is 0.998 at $D/(vR)=1750$, 0.84 at 17.5 and 0.41 at 1.75. These values take meeting to mean occupying the same site; with that rule a ratio of 17.5 is not yet large enough for ten-percent accuracy on this disc. If particles already bind on neighbouring sites, fewer pairs are lost and the three values become 0.999, 0.915 and 0.612.

## Integrating over growth

An observed island was smaller earlier, and its hazard was smaller too. Assume that islands were born early and that each collects all material landing on a fixed capture area $a_j$. With $\Omega$ the area per particle in a complete layer,

$$\pi R(t)^2=a_jF\Omega t\quad\Longrightarrow\quad R(t)=R_j\,(t/T)^{1/2},$$

where $T$ is the growth time and $R_j$ the final radius. Different final radii reflect different capture areas. The integrated hazard is

$$H_j=\int_0^T h\,dt=\frac{\pi^2F^2R_j^5}{2v}\,T\int_0^1x^{5/2}dx
=\frac{\pi^2F^2R_j^5T}{2v}\cdot\frac27.$$

Hence

$$H_j=\frac{c_j}{v},\qquad c_j=\frac{\pi^2F^2T R_j^5}{7}.$$

The factor $2/7$ belongs to the growth law. For $R=R_j(t/T)^p$ it becomes $1/(5p+1)$, which is $1/6$ for a radius growing linearly in time. Using the final hazard for the whole duration would replace $2/7$ by 1 and make the inferred velocity 3.5 times too large.

The assumption of early birth also matters. An island born at time $t_0$ has $R^2=R_j^2(t-t_0)/(T-t_0)$, which multiplies $c_j$ by $1-t_0/T$. If all islands were born at $0.1\,T$, setting $t_0=0$ would make the inferred velocity 11% too large. On a real surface new islands can keep forming during deposition, so the birth times must be known to be short compared with $T$, or be included in $c_j$.

The probability $S$ of remaining bare obeys $dS/dt=-hS$, so

$$P(\text{bare})=e^{-c_j/v},\qquad P(\text{covered})=1-e^{-c_j/v}.$$

One definition needs care. After nucleation the second layer keeps material that would otherwise have reached the lower edge, and the footprint grows more slowly. The $R_j$ above is the radius of a one-layer disc containing all the island's material. For a circular base of radius $R_b$ and a circular second layer of radius $R_2$, it is $R_j=(R_b^2+R_2^2)^{1/2}$.

## The likelihood equation

Write $\theta=1/v$, and let $m$ be the number of covered islands. For independent islands the log-likelihood is

$$\ell(\theta)=\sum_{\rm covered}\ln\left(1-e^{-c_j\theta}\right)-\theta\sum_{\rm bare}c_j .$$

The derivative of a covered term is $c_je^{-c_j\theta}/(1-e^{-c_j\theta})=c_j/(e^{c_j\theta}-1)$. With $S_b=\sum_{\rm bare}c_j$ and $S_c=\sum_{\rm covered}c_j$, the score is

$$g(\theta)=\ell'(\theta)=\sum_{\rm covered}\frac{c_j}{e^{c_j\theta}-1}-S_b .$$

The function $q(x)=1/(e^x-1)$ has

$$q'=-\frac{e^x}{(e^x-1)^2}<0,\qquad q''=\frac{e^x(e^x+1)}{(e^x-1)^3}>0 .$$

If at least one island is covered, $g$ is therefore decreasing and convex. It falls from $+\infty$ at $\theta\to0$ to $-S_b$ at $\theta\to\infty$. If at least one island is bare, $S_b>0$ and there is one root $\hat\theta$, the maximum of $\ell$.

If every island is covered, $g>0$ throughout and the likelihood pushes $v$ to zero. If every island is bare, $\ell=-\theta S_b$ pushes $v$ to infinity. Such a record still gives a one-sided bound. An all-bare record has probability $e^{-S_b/v}$, which is below 5% when $v<S_b/\ln20$; the 95% lower confidence bound is thus $S_b/\ln 20$.

### A safe starting point

Since $e^x-1>x$ for $x>0$, we have $q(x)<1/x$. Also

$$q(x)+\frac12=\frac{e^x+1}{2(e^x-1)}=\frac{1}{2\tanh(x/2)}>\frac1x,$$

because $\tanh u<u$ for $u>0$. Put $x=c_j\hat\theta$, multiply by $c_j$ and sum over covered islands. The sum of $c_jq$ equals $S_b$ at the root, so

$$\frac{m}{\hat\theta}-\frac{S_c}{2}<S_b<\frac{m}{\hat\theta}
\quad\Longrightarrow\quad
\frac{m}{S_b+S_c/2}<\hat\theta<\frac{m}{S_b}.$$

Start Newton's method at the lower bound:

$$\theta_0=\frac{m}{S_b+S_c/2},\qquad
\theta_{k+1}=\theta_k-\frac{g(\theta_k)}{g'(\theta_k)},$$

$$g'(\theta)=-\sum_{\rm covered}\frac{c_j^2e^{c_j\theta}}{(e^{c_j\theta}-1)^2}.$$

To the left of the root $g>0$ and $g'<0$, so the step goes right. A convex function lies above its tangent, and the tangent vanishes at $\theta_{k+1}$; hence $g(\theta_{k+1})\ge0$ and the iterate has not passed the root. The iterates increase and are bounded, so they converge, and the limit must satisfy $g=0$. In exact arithmetic no damping is needed.

Near the root, Taylor expansion gives the relative error $\delta_k=1-\theta_k/\hat\theta$ the recursion

$$\delta_{k+1}\simeq\frac{\hat\theta\,g''(\hat\theta)}{2|g'(\hat\theta)|}\,\delta_k^2 .$$

## Statistical error

The natural error variable is $\eta=\ln v$, since $v$ is positive and enters through a ratio. With $H=ce^{-\eta}$ we have $dH/d\eta=-H$, and $p=1-e^{-H}$ gives $dp/d\eta=-He^{-H}$. The Fisher information of one yes-or-no observation is

$$\frac{(dp/d\eta)^2}{p(1-p)}=\frac{H^2e^{-2H}}{(1-e^{-H})e^{-H}}=\frac{H^2}{e^H-1}.$$

For many islands the standard error is therefore

$$\sigma_{\ln v}\simeq\left[\sum_j\frac{H_j^2}{e^{H_j}-1}\right]^{-1/2}.$$

For small $H$ an island contributes about $H$, because coverage is rare. For large $H$ it contributes about $H^2e^{-H}$, because coverage is nearly certain. Setting the derivative of the information to zero gives $2(e^H-1)=He^H$, or $(H-2)e^{H}=-2$. Multiplying by $e^{-2}$ puts this in the form solved by the principal Lambert function $W$:

$$H_*=2+W(-2e^{-2})=1.594 .$$

At this value 80% of islands are covered and each contributes 0.648. The corresponding radius follows from $c=H_*v$:

$$R_*=\left(\frac{7H_*v}{\pi^2F^2T}\right)^{1/5}.$$

It depends on the unknown $v$ only as the fifth root, but this does not make the choice forgiving, because the hazard is a fifth power of the radius. If all islands have the radius computed from a guessed velocity, their $H$ is $H_*$ times the guess divided by the true $v$. A guess twice too large raises the standard error by about 22%; one five times too large raises it more than fivefold. A spread of radii limits the damage from a guess that is far too large. With radii spaced evenly from 2/3 to 4/3 of the computed value, a guess five times too large gives a standard error about 1.8 times the optimum, instead of more than five times. For a guess within a factor of two, the single radius remains the better choice.

An approximate 95% interval consists of all $v$ whose log-likelihood lies within 1.92 of the maximum, half the 95% quantile of chi-square with one degree of freedom. It need not be symmetric.

## Worked example

The example is a model in the regime of MgO(001) homoepitaxy, with whole MgO admolecules as the diffusing particles. A rough lattice constant of 0.42 nm gives $\Omega=0.42^2/2=0.0882$ nm² and a hop length $d=\Omega^{1/2}=0.297$ nm. The chosen flux of 0.002 monolayers per second is $F=0.002/0.0882=0.02268$ nm⁻² s⁻¹, and $T=50$ s gives a coverage of 0.10 monolayer. At 500 K, a chosen terrace barrier of 0.50 eV and attempt rate of $10^{13}$ s⁻¹ give $D=8.05\times10^6$ nm²/s.

The record was simulated with $v=800$ nm/s and final radii evenly spaced from 5 to 10 nm. Arrivals were random, each particle stayed for an exponentially distributed time of mean $R/(2v)$, and an island nucleated when an arrival found another particle present. For a radius of 7.5 nm,

$$c=\frac{\pi^2(0.02268)^2(50)(7.5)^5}{7}\simeq860\ {\rm nm/s},\qquad H=\frac{860}{800}=1.08 .$$

Across the sample $H$ rises from 0.14 to 4.53, a factor $2^5=32$. This is the origin of the abrupt change in the opening counts.

The record has 150 covered and 90 bare islands, with $S_c=242693$ nm/s and $S_b=43449$ nm/s. The starting velocity is

$$v_0=\frac{43449+242693/2}{150}=1098.6\ {\rm nm/s},$$

and the other end of the bracket is $43449/150=289.7$ nm/s. Newton's method gives 1098.6, 857.5, 777.7, 767.2 and 767.0 nm/s. The relative errors in $\theta$ of the first four values are 0.302, 0.106, 0.0138 and 0.00024. Each divided by the square of its predecessor gives 1.16, 1.24 and 1.28, which shows the quadratic convergence.

The estimate is $\hat v=767$ nm/s with $\sigma_{\ln v}=0.098$, and the 95% interval is 634 to 933 nm/s. The true value lies inside. The fit can be examined by radius class, with 48 islands in each:

| Radius (nm) | Covered | Fitted |
|---|---:|---:|
| 5–6 | 8 | 10.3 |
| 6–7 | 23 | 20.3 |
| 7–8 | 29 | 32.3 |
| 8–9 | 43 | 41.9 |
| 9–10 | 47 | 46.6 |

The differences are at most about one binomial standard deviation, so these counts give no sign against the fifth-power law. They do not single it out either: a sixth power would fit them about as well.

The most informative radius, computed with the true velocity, is 8.1 nm. If all 240 islands had that radius, the standard error would be $(240\times0.648)^{-1/2}=0.080$. The spread of radii costs some precision, but it allows the comparison by class.

Suppose that the edge hop has the same attempt rate as the terrace hop, and that the edge runs along a hop direction, with one outward hop per length $d$. Then $D=d^2\nu e^{-E_t/kT}$ and $v=d\nu e^{-(E_t+E_s)/kT}$, where $\nu$ is the attempt rate, $E_t$ the terrace barrier and $E_s$ the extra edge barrier. Division gives

$$E_s=kT\ln\frac{D}{vd}=0.0431\,\ln\frac{8.05\times10^6}{767\times0.297}=0.451\ {\rm eV}.$$

The velocity interval maps to 0.443–0.459 eV. This narrow range is statistical and conditional on $D$, equal attempt rates and the straight edge. A round island on a square lattice has about $4/\pi$ times as many outward hops per unit perimeter, which would raise the inferred $E_s$ by $kT\ln(4/\pi)=0.010$ eV, more than the half-width of the range. An edge attempt rate ten times larger would raise the inferred $E_s$ by $kT\ln10=0.10$ eV.

## Systematic errors

### More than one particle at a time

The hazard $A^2\tau$ is the leading order in $N$. Let $p_0$ and $p_1$ be the probabilities of no nucleus with zero or one particle present. A second arrival ends the bare state, so

$$\dot p_0=-Ap_0+p_1/\tau,\qquad \dot p_1=Ap_0-(A+1/\tau)p_1 .$$

At fixed radius, solutions proportional to $e^{-\lambda t}$ require

$$\lambda^2-(2A+1/\tau)\lambda+A^2=0 .$$

For $N\ll1$ the slow root is $\lambda\simeq A^2/(2A+1/\tau)=h/(1+2N)\simeq h(1-2N)$. During growth $h\propto x^{5/2}$ and $N\propto x^{3/2}$, where $x=t/T$. The relative reduction of the integrated hazard is therefore

$$2N(R_j)\,\frac{\int_0^1x^4dx}{\int_0^1x^{5/2}dx}=2N(R_j)\,\frac{1/5}{2/7}=1.4\,N(R_j).$$

For a radius of 8 nm, $N=0.0228$ predicts a reduction of 3.2%. Integrating the two equations with growing radius changes $H$ from 1.485 to 1.439, or 3.1%. With a tenfold lower flux and a hundredfold longer time, $F^2T$ and hence the leading $H$ are unchanged, while $N$ falls tenfold. The reduction is then 0.32%, as predicted.

Since the real hazard is smaller than the fitted form, the estimate of $v$ is too large. Fitting the leading-order model to the covered probabilities expected from the reduced hazard gives a shift of $+0.031$ in $\ln v$. In 600 simulated records the mean shift is $+0.034$, with a sampling error of about 0.004. Their spread is 0.096, against 0.098 from the information formula, and 94.8% of the nominal 95% intervals contain the true velocity. Applied to the single record, the correction gives $767e^{-0.031}\simeq744$ nm/s. This happens to lie farther from 800 nm/s: the correction removes a mean bias, not the random error of one record.

### Radius, flux and shape

Multiplying all $c_j$ by a common factor multiplies $\hat v$ by the same factor, as the likelihood equation shows. Since $c_j\propto F^2TR_j^5$, a common 2% overestimate of the radii raises $\hat v$ by about 10%, and a 10% overestimate of $F$ at given radii and time raises it by 21%.

Using the footprint of covered islands is a different error, because it affects one class. Let $u$ be the footprint area divided by the capture area, and $\phi=F\Omega t$ the coverage. Before nucleation $u=\phi$. If the second layer then keeps everything landing on top, $du/d\phi=1-u$, and nucleation at $\phi_s$ leads to

$$u=1-(1-\phi_s)e^{-(\phi-\phi_s)} .$$

In the simulated records, using this smaller area shifts $\ln v$ by $-0.027$ on average. The shift nearly offsets the occupancy bias here, but the two have different causes and should be corrected separately.

For an island of area $S$ and perimeter $P$, the strong-barrier residence time is $S/(Pv)$, so $h=F^2S^3/(Pv)$. A square has $2/\sqrt\pi=1.128$ times the perimeter of a circle of equal area. Fitting squares as circles therefore overestimates $v$ by 12.8%, more than the statistical standard error. The cure is to divide $c_j$ by 1.128, with $R_j$ the equal-area radius.

### Finite diffusion

At 7.5 nm and 800 nm/s, $D/(vR)$ is 1341. The nonuniform density lengthens the residence time by 0.02%. The estimated meeting time of 10 µs, compared with a residence time of 4.7 ms, implies that 0.4% of meetings are lost. Both are negligible here.

## What the example says about MgO

The barriers and the true velocity are model choices, so the result is not a measured property of MgO. Square islands are a natural expectation on a rocksalt (001) surface, and they alone would move the circular estimate by 13%. Their nonpolar edges run along ⟨100⟩, at 45° to a hop of 0.297 nm along ⟨110⟩. Such an edge has $\sqrt2$ outward hops per length $d$, which raises the $E_s$ inferred from a given $v$ by $kT\ln\sqrt2=0.015$ eV. Early birth is an assumption of the simulation and does not follow from these parameters. With stable pairs and this ratio of $D$ to $F$, mean-field rate equations place one third to one half of the births after $0.1\,T$ and the mean birth time at about $0.15\,T$ to $0.24\,T$. Setting $t_0=0$ would then overestimate $v$ by roughly 20 to 30%, more than the statistical error. A pair binding energy several $kT$ above 0.73 eV, where the breakup rate would equal the arrival rate at 7.5 nm, is sufficient for neglecting pair breakup. It is not strictly necessary, because behind a strong edge barrier separated partners usually meet again before either leaves. Neglecting desorption requires a desorption energy several $kT$ above 1.06 eV. Separate arrival of magnesium and oxygen would break the single-species assumption. The rates of both species would then enter the hazard, and the present model cannot say how far the inferred velocity would move. The complete numerical output follows.

## Numbers as computed

```
lattice constant 0.42 nm, site area 0.0882 nm^2, hop 0.297 nm
flux 0.002 ML/s = 0.02268 /(nm^2 s), time 50 s, coverage 0.10 ML
temperature 500 K, kT 0.04309 eV, terrace barrier 0.50 eV
attempt rate 1e+13 /s, diffusivity D 8.048e+06 nm^2/s
true v 800 nm/s, islands 240, radii 5 to 10 nm
at R = 7.5 nm: arrival rate 4.007 /s, residence 4.688 ms
at R = 7.5 nm: N 0.0188, D/(vR) 1341
at R = 7.5 nm: c 860.2 nm/s, H 1.0753
H at smallest, largest island: 0.1416, 4.5311
lattice test D/(vR) 1.75e+03: exact rate / strong-barrier rate 0.9980
lattice test D/(vR) 17.5: exact rate / strong-barrier rate 0.8355
lattice test D/(vR) 1.75: exact rate / strong-barrier rate 0.4101
master equation R = 8 nm, N 0.02280: H formula 1.48475, H master 1.43911
master equation R = 8 nm, N 0.00228: H formula 1.48475, H master 1.48003
record: covered 150, bare 90
sum of c: bare 43449.2 nm/s, covered 242693.4 nm/s
bracket for v: 289.66 to 1098.64 nm/s
Newton path of v (nm/s): 1098.6389, 857.5070, 777.7394, 767.2032, 767.0169, 767.0169, 767.0169
estimate v 767.0 nm/s, standard error of ln v 0.0978
95% likelihood interval 633.9 to 933.2 nm/s
radius 5-6 nm: islands 48, covered 8, fitted 10.27
radius 6-7 nm: islands 48, covered 23, fitted 20.31
radius 7-8 nm: islands 48, covered 29, fitted 32.26
radius 8-9 nm: islands 48, covered 43, fitted 41.90
radius 9-10 nm: islands 48, covered 47, fitted 46.63
extra edge barrier: estimate 0.4512 eV, from true v 0.4494 eV
barrier interval 0.4428 to 0.4594 eV
most informative H 1.5936, covered probability 0.7968
largest information per island 0.6476, at radius 8.114 nm
simulated records 600: spread of ln v 0.0961, theory 0.0977
simulated interval coverage 94.8 %
mean shift of ln v: simulated 0.0336, expected from occupancy 0.0309
shift of ln v if footprint radius is used -0.0271
mean meeting time (estimate) 9.95 us, lost meetings 0.424 %
residence excess from nonuniform density 0.0186 %
v overestimate if islands are square 12.8 %
pair binding scale 0.730 eV, desorption energy scale 1.059 eV
```
